# Why Chemical Transport Peaks at K = 1, and When It Shifts

## A more favourable reaction that carries less

A gas B picks up a solid A at 1020 K and sets it down at 980 K, 10 cm away. With equilibrium constant $K=1$ at the mean temperature, the tube treated below carries 6.19 mg of A per hour. Replace the reaction by one with $K=100$, keeping its enthalpy, the temperatures, the pressure and the diffusivity. The gas now takes up about twice as much A, yet the flux falls to 0.040 of its former value. With $K=0.01$ it also falls to 0.040. The second result is easy to accept, since little A enters the gas. The first needs an explanation.

## Setting and conventions

The reaction is

$$\mathrm{A(s)+B(g)=C(g)},\qquad K=\frac{p_C}{p_B}.$$

The gas is an ideal mixture of B and C at total pressure $P$. Solid A is pure and present at both ends, and the gas at each end is in equilibrium with it. The ends are at $T\pm\Delta T/2$. The reaction enthalpy $\Delta H$ and entropy $\Delta S$ are constant over this interval. I write $x$ for the mole fraction of C, $c=P/(RT)$ for the gas concentration, and $h=\Delta H/(RT)$. Flux is positive from hot to cold.

The statement to be shown is this: among reactions with the same $\Delta H$, at the same $T$, $\Delta T$ and diffusivity $D$, the flux is greatest in size when $K=1$. Since $\ln K=\Delta S/R-\Delta H/(RT)$, what varies in this comparison is the entropy. If something else varies $K$, the optimum moves, as shown later.

## Composition at each end

Start with one mole of B and convert a fraction $\xi$ of it. The gas still contains one mole. Apart from a constant, the Gibbs energy of gas and solid is

$$G=\xi\,\Delta G^\circ+RT\left[\xi\ln\xi+(1-\xi)\ln(1-\xi)\right].$$

The pressure contributes $RT\ln(P/P^\circ)$ times $\xi+(1-\xi)=1$, which does not depend on $\xi$. Setting the derivative to zero gives

$$\Delta G^\circ+RT\ln\frac{\xi}{1-\xi}=0 .$$

This is a minimum, because the second derivative, $RT/[\xi(1-\xi)]$, is positive. With $K=e^{-\Delta G^\circ/RT}$ and $x=\xi$,

$$\frac{x}{1-x}=K,\qquad x=\frac{K}{1+K}.$$

## The diffusive flux

At the hot end of an endothermic system each B that arrives leaves as C. At the cold end each C leaves as B. The two gas fluxes are equal and opposite, so there is no net molar flow to add to diffusion. Each C carries one A, hence

$$J=-cD\frac{dx}{dz}=\frac{cD}{L}\,(x_{\rm hot}-x_{\rm cold}),$$

where $z$ runs from hot to cold over the length $L$, and $cD$ is taken at the mean temperature. For an ideal gas $D\propto1/P$ and $c\propto P$, so the flux does not depend on the pressure.

## Small temperature difference

Differentiating $\ln K$ at constant $\Delta H$ and $\Delta S$ gives

$$\frac{d\ln K}{dT}=\frac{\Delta H}{RT^2}.$$

The composition responds to $\ln K$ as

$$\frac{dx}{d\ln K}=K\,\frac{(1+K)-K}{(1+K)^2}=\frac{K}{(1+K)^2}=x(1-x).$$

Multiplying the two derivatives by $\Delta T$ gives, to first order,

$$J=\frac{cD}{L}\,\frac{\Delta H\,\Delta T}{RT^2}\,\frac{K}{(1+K)^2}.$$

Everything except the last factor is fixed in the comparison. Dividing its numerator and denominator by $K$,

$$\frac{K}{(1+K)^2}=\frac{1}{(K^{1/2}+K^{-1/2})^2}=\frac{1}{4\cosh^2(\tfrac12\ln K)}.$$

The hyperbolic cosine has its single minimum, 1, at zero argument. The factor therefore has its single maximum, $1/4$, at $K=1$.

Diffusion needs a difference of composition, and a large content of A is not enough. For $K\ll1$ the factor is about $K$: little C exists at either end. For $K\gg1$ it is about $1/K$: both ends are almost pure C, and only the small remainder of B can differ between them. This answers the opening question.

The flux is half its maximum when $(1+K)^2=8K$, that is $K^2-6K+1=0$, so $K=3\pm2\sqrt2$, or 0.17 and 5.83. A factor of two in $K$ costs little: $4K/(1+K)^2=8/9$ at $K=2$.

## Finite temperature difference

Let $u$ be the mean of $\ln K$ at the two ends, and $\delta=\ln K_{\rm hot}-\ln K_{\rm cold}$. Use

$$x=\frac{K}{1+K}=\tfrac12\left[1+\tanh(\tfrac12\ln K)\right]$$

and $\tanh a-\tanh b=\sinh(a-b)/(\cosh a\cosh b)$, with $a=u/2+\delta/4$ and $b=u/2-\delta/4$. Since $2\cosh a\cosh b=\cosh(a+b)+\cosh(a-b)$,

$$x_{\rm hot}-x_{\rm cold}=\frac{\sinh(\delta/2)}{\cosh u+\cosh(\delta/2)}.$$

Here $\delta=(\Delta H/R)(1/T_{\rm cold}-1/T_{\rm hot})$ contains no entropy. Varying $\Delta S$ changes $u$ alone, so the maximum lies at $u=0$ for any $\Delta T$ within this model, and its size is $\tanh(|\delta|/4)$.

The mean of $\ln K$ involves the mean of $1/T$. Thus $u=0$ means $K=1$ at the harmonic mean temperature,

$$T^*=\frac{2T_{\rm hot}T_{\rm cold}}{T_{\rm hot}+T_{\rm cold}}=T\left[1-\left(\frac{\Delta T}{2T}\right)^2\right].$$

A small difference means $|\delta|\ll1$, a stricter condition than $\Delta T\ll T$ when $|h|$ is large. Since $\tanh y\approx y-y^3/3$, the linear value $\delta/4$ is too large by a fraction of about $\delta^2/48$. For $|\delta|\gg1$ the maximum becomes a broad plateau: as long as $|u|$ is well below $|\delta|/2$, one end is nearly pure C and the other nearly pure B. The precise value of $K$ then matters little.

Reversing the signs of both $\Delta H$ and $\Delta S$ turns $\ln K$ into $-\ln K$ and $x$ into $1-x$. The flux keeps its size and changes direction: an exothermic reaction carries A from cold to hot.

## Worked example

The solid is a model with $\Delta H=100$ kJ/mol, $\Delta S=100$ J/(mol K) and molar mass 100 g/mol. The carrier has the molar mass of iodine. The tube is 10 cm long with a 1 cm bore, at 760 Torr, and $D=0.15$ cm²/s at 1000 K.

At the mean temperature $\Delta H/T=\Delta S$, so $K=1$, and $h=12.03$. At the hot end $K=1.2660$ and at the cold end $K=0.7823$, so

$$x_{\rm hot}=\frac{1.2660}{2.2660}=0.5587,\qquad x_{\rm cold}=\frac{0.7823}{1.7823}=0.4389.$$

The difference is 0.1197. The linear law gives $12.027\times0.040/4=0.1203$, which is 0.4 % higher. With $c=1.2187\times10^{-5}$ mol/cm³,

$$J=\frac{1.2187\times10^{-5}\times0.15}{10}\times0.1197=2.19\times10^{-8}\ \mathrm{mol/(cm^2\,s)}.$$

Multiplying by the cross-section 0.7854 cm², by 100 g/mol and by 3600 s/h gives 6.19 mg/h.

A numerical search over the entropy, with all else fixed, puts the maximum at 100.04 J/(mol K). There $K=1$ at $T^*=999.6$ K, as derived. This small offset also explains why the flux ratios at $K=10$ and $K=0.1$, 0.3351 and 0.3325, differ slightly: those $K$ values refer to 1000 K, while the symmetry is about $T^*$.

## If temperature is the variable

An experimenter with one given reaction changes $K$ by changing $T$. Hold $P$, $L$ and $\Delta T$ fixed, and take $D\propto T^{1.75}$, a usual rough law for gases. Then $cD\propto T^{0.75}$, and van 't Hoff's equation adds $T^{-2}$:

$$|J|\propto T^{-m}\frac{K}{(1+K)^2},\qquad m=1.25.$$

Now $d\ln K/d\ln T=h$, and the derivative of $\ln K-2\ln(1+K)$ with respect to $\ln K$ is $1-2K/(1+K)=(1-K)/(1+K)$. Therefore

$$\frac{d\ln|J|}{d\ln T}=-m+h\,\frac{1-K}{1+K}=0
\quad\Rightarrow\quad K=\frac{h-m}{h+m}.$$

Let $\Delta H$ and $\Delta S$ have the same sign, so that $K=1$ at some temperature $T_1$. At $T_1$ the slope is $-m$, so cooling raises the flux. Below $T_1$ the second term equals $|h|\tanh(\tfrac12|\ln K|)$ for either sign of $\Delta H$. It grows steadily from zero as $T$ falls, and reaches $m$ once. Above $T_1$ it is negative. There is thus one maximum, and it lies below $T_1$.

For the example with $\Delta T=40$ K the search gives a mean temperature of 983.7 K, with $K=0.819$ there. The formula, with $h=12.23$ at that temperature, gives 0.815. The difference is the harmonic-mean offset again: referring $K$ to $T^*$ multiplies it by about $1-h(\Delta T/2T)^2=0.995$. The flux gained over operation at 1000 K is 1.0 %, so $K=1$ remains a good working rule here. It becomes poor when $|h|$ is not large compared with $m$.

## If enthalpy is the variable

Now compare reactions with the same positive $\Delta S$ at fixed $T$ and small $\Delta T$, and consider endothermic ones. Then $\ln K=\Delta S/R-h$ and $J\propto hK/(1+K)^2$. Since $d\ln K/dh=-1$,

$$\frac{d\ln J}{dh}=\frac1h-\frac{1-K}{1+K}=0
\quad\Rightarrow\quad K=\frac{h-1}{h+1}.$$

A larger enthalpy makes $K$ more sensitive to temperature. This gain is of first order at $K=1$, where the loss from leaving the peak is of second order, so the optimum shifts. For $\Delta S=100$ J/(mol K) and $T=1000$ K it lies at 101.4 kJ/mol, with $K=0.848$.

## What the model leaves out

The following changes are relative to the model flux at $K=1$, each taken alone.

**Splitting of the carrier.** Iodine molecules partly dissociate into atoms. Let all gas species have the same $D$, and let $N$ be the net molar flow, so that $J_i=x_iN-cD\,dx_i/dz$. No iodine is deposited, so $J_C+J_{I_2}+\tfrac12J_I=0$. With $S=x+x_{I_2}+\tfrac12x_I=1-\tfrac12x_I$ this gives $N=cD\,S'/S$, where the prime means $d/dz$, and

$$J_C=cD\left(\frac{xS'}{S}-x'\right)=-cD\,S\frac{d}{dz}\left(\frac{x}{S}\right).$$

The driving quantity is now the amount of A per iodine pair. At the ends,

$$\frac{x}{S}=\frac{K}{1+K+x_I/(2x_{I_2})}.$$

Atoms are more abundant at the hot end, so they lower $x/S$ more there and reduce the difference. The splitting constant $K_d=p_I^2/p_{I_2}$ follows from equating $2\mu_I$ and $\mu_{I_2}$:

$$K_d=kT\,\frac{q_I^2}{q_{I_2}}\,e^{-E_b/kT},$$

where $q$ is the partition function per volume and $E_b$ the bond energy. Counting translation, rotation, vibration and the fourfold ground level of the atom, with a rough $E_b=1.54$ eV, gives 2.45 Torr at 1000 K. The third digit is not significant: a change of 0.005 eV in $E_b$ moves the value by 6 %, and $E_b=1.542$ eV with anharmonic vibrational levels gives 2.3 Torr. The atom fraction is then about 4 %. The difference of $x/S$ falls by about 4 % and the factor $S$ in the flux takes off another 2 %, so the flux falls by about 6 %, and the optimum moves only to $K\approx1.02$. Splitting brings the pressure back in: at 76 Torr the fall is about 18 %.

**Thermal diffusion.** This adds $-cD\,\alpha x(1-x)\,d\ln T/dz$ to the flux. The main term is $cD\,x(1-x)h\,\Delta T/(TL)$, and the added one has $\alpha$ in place of $h$. Their ratio is $\alpha/h$, or 2.5 % for an assumed $\alpha=0.3$. The sign follows that of $\alpha$, which is not known for a model solid. A constant $\alpha$ leaves the optimum at $K=1$ to this order.

**Free convection.** Let the tube be horizontal, with radius $a$, viscosity $\mu$ and a density rise $\Delta\rho$ from hot to cold. Hydrostatic balance makes the axial pressure gradient vary with height $y=r\sin\theta$, so $\mu\nabla^2w=-g(\Delta\rho/L)y$. With $w=0$ at the wall,

$$w=\frac{g\Delta\rho}{8\mu L}\,r(a^2-r^2)\sin\theta .$$

Hot gas drifts to the cold end along the top. It disturbs the composition by $x_1$, where $D\nabla^2x_1=w\,d\bar x/dz$ and $\bar x$ is the mean over the cross-section. With $s=r/a$ and $G=g\Delta\rho\,a^4/(\mu DL)$, the solution with no flux into the side wall is

$$x_1=\frac{Ga}{8}\frac{d\bar x}{dz}\left(-\frac s6+\frac{s^3}{8}-\frac{s^5}{24}\right)\sin\theta .$$

Averaging $w x_1$ over the cross-section leaves the integral

$$\int_0^1 s^2(1-s^2)\left(-\frac s6+\frac{s^3}{8}-\frac{s^5}{24}\right)ds=-\frac{7}{720}.$$

The flux therefore rises by the fraction $(7/720)(G/8)^2=7G^2/46080$.

With a rough $\mu=4\times10^{-5}$ Pa s, the thermal density difference alone gives $G=15.1$ and a rise of 3.5 %. But the hot gas holds more of the heavier C, which nearly cancels the thermal difference: the net $G$ is 0.2 and the rise is negligible. So close a cancellation is an accident of the chosen molar mass: $G$ is 4.6 for 65 g/mol, and counting the light iodine atoms raises it to 2.6 for 100 g/mol. In the exothermic partner the two contributions add. $G$ is then about 30, and the rise about 14 %. Since $\Delta\rho\propto P$ and $D\propto1/P$, $G$ grows as $a^4P^2$ and the rise as $a^8P^4$: a 1.5 cm bore multiplies it by 26, and a doubled pressure by 16.

**Slow surfaces.** Let the net reaction rate at an end be $k_sc(x_B-x/K)=k_sc(x_{\rm eq}-x)/x_{\rm eq}$. By kinetic theory B molecules strike unit area at the rate $cx_B\sqrt{RT/(2\pi M_B)}$, with $M_B$ the molar mass of B, so $k_s$ is this square root times the fraction of striking molecules that react. Each end then adds a resistance $x_{\rm eq}/k_s$ to the diffusive resistance $L/D$. If a fraction $2\times10^{-4}$ of the B molecules striking the solid react, the flux falls by 1 %. With a fraction a hundred times smaller, surface and diffusive resistances are about equal and the flux is halved. Because the surface resistance falls with $x_{\rm eq}$, the optimum at fixed $k_s$ then moves to $K\approx0.57$.

For a linear temperature profile, the variation of $cD$ along the tube changes the flux by less than 0.01 %. A lopsided profile, such as 70 % of the length at the hot temperature, changes it by about 0.6 %.

## Beside real ampoules

The temperature, pressure and size are roughly those of sealed-ampoule growth of semiconductor crystals with iodine; the enthalpy and entropy are round model values. For this endothermic model, with the faster of the two surface reactions considered, each correction sized above is at most about 6 %, against a factor of 25 for a hundredfold change of $K$. That bound belongs to this bore, pressure and molar mass. With a solid of 65 g/mol the convective formula gives a rise of about 80 % in a 2 cm bore and 26 % at three times the pressure, so in wider tubes or at several atmospheres diffusion need not be the slow step; at low pressure carrier splitting grows instead. The assumption most likely to fail in a compound semiconductor is the one-to-one reaction. A metal chalcogenide, for instance, releases chalcogen vapour along with the metal iodide. The number of gas molecules then changes, $P$ no longer drops out of the equilibrium, and the optimum must be derived afresh; the 6 % found for carrier splitting does not measure that error. The size of $|h|$ is a second limit. At $K=1$, $h=\Delta S/R$, and a reaction that replaces one gas molecule by another often has an entropy of only a few tens of J/(mol K), well below the 100 used here. With $\Delta S=20$ J/(mol K), for instance, $h$ is only 2.4 at $K=1$, and cooling until $K=0.44$ raises the flux by more than 20 %. The rule $K\approx1$ is thus a guide to choosing among carriers with similar reaction enthalpies, when one gas molecule replaces another and diffusion is the slow step. For a given reaction whose temperature can be chosen, it also needs a large $|h|$; otherwise the formula for $K$ with temperature as the variable should be used. The numerical output below lists the values used.

## Computed results

```
Reaction enthalpy: 100 kJ/mol
Reaction entropy: 100 J/(mol K)
Hot, mean, cold temperature: 1020, 1000, 980 K
Total pressure: 760 Torr
Diffusivity at mean temperature: 0.15 cm2/s
Tube length, bore: 10, 1 cm
Tube cross-section: 0.7854 cm2
Molar mass of A, B: 100, 253.8 g/mol
Gas concentration c: 1.2187e-05 mol/cm3
h = dH/(RT) at mean temperature: 12.027
K hot, mean, cold: 1.2660, 1.0000, 0.7823
x hot, cold: 0.5587, 0.4389
Difference of x: 0.11974
delta = ln K_hot - ln K_cold: 0.4813
Small-difference value of x difference: 0.12027
Flux of A: 2.189e-08 mol/(cm2 s)
Transported mass: 6.19 mg/h
Best entropy by search: 100.040 J/(mol K)
Harmonic mean temperature: 999.60 K
K there at best entropy: 1.00000
K = 0.001: flux / flux at K=1: 0.0040
K = 0.01: flux / flux at K=1: 0.0396
K = 0.1: flux / flux at K=1: 0.3325
K = 1: flux / flux at K=1: 1.0000
K = 10: flux / flux at K=1: 0.3351
K = 100: flux / flux at K=1: 0.0399
K = 1000: flux / flux at K=1: 0.0041
K at half maximum, small dT: 0.1716 and 5.8284
Temperature varied: best mean temperature 983.7 K
Temperature varied: K there 0.819
Temperature varied: flux gain 1.00 %
Enthalpy varied: best enthalpy 101.37 kJ/mol
Enthalpy varied: K there 0.848
Iodine bond energy (rough input): 1.54 eV
Iodine rotational constant (rough): 0.0373 cm^-1
Iodine vibration (rough): 214 cm^-1
I2 splitting constant at mean T: 2.45 Torr
Iodine atom fraction at mean T: 0.0394
Flux change, carrier splitting: -5.99 %
Thermal diffusion factor (rough input): 0.3
Flux change, thermal diffusion: 2.49 %
Viscosity (rough input): 4.0e-05 Pa s
Gas density at x=1/2: 3.702e-03 g/cm3
G, thermal density difference only: 15.13
Flux change, convection, thermal only: 3.48 %
G, with composition included: 0.22
Flux change, convection, net: 0.001 %
Surface reaction probability assumed: 2.08e-04
Flux change, surface reactions: -0.99 %
Flux change, c*D along tube: -0.0088 %
```
